Why in-plane impedance of thin films often hides grain-boundary arcs

When a conductivity is calculated from an in-plane impedance spectrum that shows one arc, one must decide which resistance the arc represents: that of the grain interiors, that of the grain boundaries, or their sum. For the film worked out below the sum is right. Assigning the arc to the grains alone would make their conductivity too small by a factor of about 3. The single arc does not show that the boundaries are harmless. It appears because the alternating current passes beside the film, mostly through the substrate, before the boundaries can respond.

**The film by itself**

Take a film of thickness t and width w, with current flowing in its plane across a gap L. Let a fraction f of the current path lie in grain boundaries and 1 − f in grain interiors. The boundaries are treated as layers crossing the whole section, in series with the grains (the brick-layer picture without side paths). The response is linear, the contacts are ideal, and grain and boundary have the same relative permittivity ε_f. The algebra is in atomic units, where the vacuum permittivity is 1/(4π). The time factor is exp(iωt), with s = iω, so a capacitor has admittance sC.

A slab of length ℓ and conductivity σ passes conduction and displacement current side by side. Its impedance is

z = ℓ / [w t (σ + s ε_f/4π)] = [ℓ/(σ w t)] / [1 + s ε_f/(4πσ)].

The time constant ε_f/(4πσ) does not contain ℓ. All grain slabs therefore share one time constant even if their sizes differ, and their resistances simply add. The same holds for the boundaries:

Z_f = R_g/(1 + sτ_g) + R_b/(1 + sτ_b),
R_g = (1 − f)L/(σ_g w t),  R_b = fL/(σ_b w t).

Dividing each time constant by its resistance gives the capacitances:

C_g = ε_f w t/[4π(1 − f)L],  C_b = ε_f w t/(4π f L).

The boundaries are thin, so C_b is larger than C_g by (1 − f)/f. It is still small in absolute terms, because thousands of boundaries are in series and the section w t is tiny.

**The capacitance of the substrate**

The electrodes are two coplanar strips, each of width a, on a thick substrate of permittivity ε_s with air above. In the plane of the gap the field of the bare strips is tangential. No flux crosses that plane outside the electrodes, so the same potential solves the problem in air and in the dielectric, and the two half-spaces can be added.

For one half-space, measure x in units of L/2 and set k = L/(L + 2a). The map

W = ∫₀ˣ dx′ / √[(1 − x′²)(1 − k²x′²)]

turns the half-plane into a rectangle. The gap, |x| < 1, becomes a side of length 2K(k), where K is the complete elliptic integral of modulus k. The electrodes, 1 < |x| < 1/k, become the two sides of height K(k′), with k′² = 1 − k². The remaining sides carry no flux, so the field in the rectangle is uniform, and the capacitance per width is permittivity times K(k′)/[2K(k)]. Adding permittivities 1/(4π) and ε_s/(4π) gives

C_s = (ε_s + 1) w K(k′) / [8π K(k)].

Dividing by C_b, the factors w and 4π cancel:

C_s/C_b = [(ε_s + 1)/(2ε_f)] · [K(k′)/K(k)] · fL/t.

The factor L/t is the origin of the trouble. The film's capacitance is that of a long, thin bar, whereas the field in the substrate spreads to a depth comparable with the gap. Making the electrodes wider along w raises both capacitances equally and gains nothing in this ratio.

**What the parallel path does to the two arcs**

Write R = R_g + R_b, g = R_g/R, b = R_b/R, so that g + b = 1. Putting Z_f over a common denominator gives

Z_f = R(1 + sθ)/[(1 + sτ_g)(1 + sτ_b)],  θ = gτ_b + bτ_g.

Admittances in parallel add, so Z = 1/(sC_s + 1/Z_f) = Z_f/(1 + sC_sZ_f), or

Z = R(1 + sθ) / [(1 + sτ_g)(1 + sτ_b) + sRC_s(1 + sθ)].

The denominator is quadratic in s, as it was without C_s. Its zeros are at s = −1/τ. Inserting this and multiplying by τ² gives

(τ − τ_g)(τ − τ_b) − RC_s(τ − θ) = 0.

Let Δ = τ_b − τ_g, taken positive because the boundaries are the slower element, and let u = τ − θ. From g + b = 1 it follows that θ − τ_g = gΔ and θ − τ_b = −bΔ. The equation becomes (u + gΔ)(u − bΔ) − RC_s u = 0, or

u² − [RC_s + (b − g)Δ]u − gbΔ² = 0.

The product of the roots is −gbΔ², so one root, u₁, is positive and the other, u₂, is negative. At u = −gΔ the left side equals RC_s gΔ, which is not negative, while at u = 0 it is negative. Hence u₂ lies between −gΔ and 0, and τ₂ = θ + u₂ is at least τ_g. Both time constants are real and positive: within this circuit there are still two relaxations.

Their strengths follow from

Z = R₁/(1 + sτ₁) + R₂/(1 + sτ₂).

Comparing numerators gives R₁ + R₂ = R and R₁τ₂ + R₂τ₁ = Rθ. Subtracting θ times the first from the second leaves R₁u₂ + R₂u₁ = 0. With u₂ = −gbΔ²/u₁,

R₂/R₁ = −u₂/u₁ = gbΔ²/u₁².

When C_s ≫ C_b, the positive root tends to RC_s. Since τ_b = R_bC_b = bRC_b, we also have Δ = bRC_b(1 − τ_g/τ_b), and therefore

R₂/R₁ → g b³ (C_b/C_s)² (1 − τ_g/τ_b)².

The fast arc shrinks with the square of the capacitance ratio. The slow arc takes over nearly the whole resistance R_g + R_b. At zero frequency the stray path carries no current, so the total resistance is unaffected.

**Why the loss is quadratic**

Expand the total impedance where the stray current dominates, with Y_f = 1/Z_f:

Z = 1/(iωC_s + Y_f) ≈ 1/(iωC_s) + Y_f/(ωC_s)².

The second term has a plus sign because −1/(iωC_s)² = +1/(ωC_s)². A change in film admittance is thus seen through the factor 1/(ωC_s)². At a fixed voltage across the film, the step in its conductance caused by the boundaries is centred at ω = 1/θ. By then the voltage across the terminals is set almost entirely by C_s, and the film's change hardly moves it.

The conductance shows the same thing quantitatively. From Z_f,

R Re Y_f = Re{(1 + iωτ_g)(1 + iωτ_b)(1 − iωθ)}/(1 + ω²θ²)
= {1 + ω²[θ(τ_g + τ_b) − τ_gτ_b]}/(1 + ω²θ²).

The square bracket equals θ² − (θ − τ_g)(θ − τ_b) = θ² + gbΔ². Hence

R Re Y_f = 1 + gbΔ²ω²/(1 + ω²θ²).

Multiplied by 1/[R(ωC_s)²], the second term contributes R·gbΔ²/(RC_s)² · 1/(1 + ω²θ²) to Re Z. This is the real part of a small arc with the strength R₂ found above.

**A ceria film on sapphire**

The inputs are rough typical values for nanocrystalline gadolinium-doped ceria on sapphire at 573 K. The film is 200 nm thick and 5 mm wide, with a grain period of 40 nm and boundaries 2 nm wide, so f = 2/40 = 0.05. The gap is 0.5 mm and each electrode strip is 1 mm wide. The permittivities are 25 and 10, and the conductivities are 2×10⁻⁴ S/cm for grains and 5×10⁻⁶ S/cm for boundaries.

The section is 0.5 cm × 2×10⁻⁵ cm = 10⁻⁵ cm². This gives

R_g = 0.95 × 0.05/(2×10⁻⁴ × 10⁻⁵) Ω = 23.75 MΩ,
R_b = 0.05 × 0.05/(5×10⁻⁶ × 10⁻⁵) Ω = 50.0 MΩ.

Thus R = 73.75 MΩ, g = 0.322 and b = 0.678. The film capacitances are C_g = 0.466 fF and C_b = 8.85 fF. For the strips, K(k′)/K(k) = 1.90 and C_s = 463 fF (7.86×10⁷ atomic units). A separate boundary-element calculation of the charge on the bare strips also gives 463 fF. The ratio is

C_s/C_b = (11/50) × 1.90 × (0.05 × 500 000 nm/200 nm) = 52.

Without any stray capacitance, the two arcs would be centred at 360 kHz and 14.4 MHz, a factor of 40 apart, and −Im Z would have two maxima. With C_s there is one maximum, at 4.6 kHz. The grain and boundary time constants did not happen to coincide: removing C_s from the circuit, with everything else fixed, brings the second maximum back. A real sample does not reach that limit by losing its substrate. With air on both sides, ε_s = 1, the strips still have 2/11 of C_s, or 84 fF. This is 9.5 times C_b, and there is still only one maximum.

For the strength of the hidden arc, Δ = 0.443 − 0.011 = 0.432 µs, and u₁ = τ₁ − θ = 34.44 − 0.15 = 34.29 µs. Then

R₂/R₁ = 0.322 × 0.678 × (0.432/34.29)² = 3.5×10⁻⁵.

The fast arc has a diameter of 2.6 kΩ beside one of 73.7 MΩ. The large-C_s law gives the same value to within 1 %.

**Where the second arc disappears**

The maximum is lost long before C_s reaches C_b. For these film elements it vanishes at C_s/C_b = 0.064, or about 0.57 fF, which is close to C_g. The reason is visible for C_s ≪ C_b. At the frequency of the grain arc, C_b is nearly a short circuit, so C_s sits directly across the grains. Their time constant becomes about R_g(C_g + C_s), and the grain arc slides towards the boundary arc. It also loses relative strength, because u₁ grows with C_s. Both changes help to merge the maxima.

Just above this point a shoulder remains. In −Im Z against the logarithm of frequency it has gone by about C_s = 0.4 C_b; in the complex-plane plot a slight inflection lasts until about 0.7 C_b. At equality, RC_s = 0.653 µs, the quadratic gives u₁ = 0.854 µs, and R₂/R₁ = 0.056. Without stray capacitance the ratio of fast to slow arc is R_g/R_b = 0.475.

Shortening the gap, with strips, thickness and materials fixed, gives C_s = C_b at 3.7 µm. A separate maximum would formally return at 0.17 µm. That is less than the film thickness and spans about four grains, so the thin-sheet model no longer applies; the number says that a shorter gap is not a practical route to two clean arcs in this film. Thickening the film at fixed gap and grain structure lowers the ratio as 1/t, and C_s = C_b would require 52 × 200 nm ≈ 10 µm.

Changing the temperature does not rescue the arc either. In the large-C_s law the resistance shares enter through g b³ = (1 − b)b³. Its derivative, 3b² − 4b³, vanishes at b = 3/4, where the product is 27/256 = 0.105. With τ_b > τ_g and fixed capacitances, R₂/R₁ can therefore not exceed 0.105 (C_b/C_s)², whatever the two conductivities. For the present ratio this ceiling is 3.9×10⁻⁵.

The opposite limit is current through the film. For a pad of 0.1 mm² on the same material the path is 200 nm, and C_b becomes 2214 pF. Even a stray capacitance of 1 pF is then only 0.05 % of C_b, and two maxima are present. This assumes that boundaries cross the current path. In a film of columnar grains they run parallel to it, and the measurement probes something else. The resistance is also only 295 Ω, so leads matter: an inductance of 1 µH has a reactance of 90 Ω at 14.4 MHz, enough to remove the grain maximum unless it is corrected for.

**How to recognize a substrate arc**

The capacitance read from the single arc is τ₁/R. The quadratic gives u₁ = RC_s + (b − g)Δ + gbΔ²/u₁, whose last term is negligible when C_s ≫ C_b. Adding θ and collecting terms,

θ + (b − g)Δ = bτ_b + gτ_g = R(b²C_b + g²C_g),

so that

C_app = τ₁/R ≈ C_s + b²C_b + g²C_g.

Here this is 462.8 + 4.1 = 466.9 fF. Coupling along the length of the film, discussed below, raises the value by about 4 %, so the small film terms cannot be read from a measured C_app. If 466.9 fF is taken as the capacitance of a uniform film, the implied permittivity is 4πC_app L/(w t) in atomic units, about 26 000 instead of 25. A large value alone does not prove a parallel path. An arc of the boundaries alone has the capacitance C_b, and hence an apparent permittivity ε_f/f. That is 500 for this film, but it would be 25 000 for grains of 2 µm with the same boundary width. Here the value is far above 500, so the boundaries cannot account for it. As long as C_b is much smaller than C_s, C_app also barely changes with film thickness at fixed electrodes, while the resistance scales as 1/t. A blank substrate with the same electrodes, measured in the same fixture, should then give nearly the same capacitance.

**Can the boundary signal be recovered?**

A lossless C_s in parallel adds nothing to Re Y. The step in film conductance therefore survives in the lumped circuit, but it must be found beside a large capacitive current. Dividing the excess conductance by ωC_s gives the excess loss tangent

gbΔ²ω/[RC_s(1 + ω²θ²)],

which is largest at ωθ = 1, with the value gbΔ²/(2θRC_s). This is first order in C_b/C_s, not second. For the example it is 4.0 mrad at 1.06 MHz. The phase error must be well below this. A substrate loss tangent of 0.001 would already supply 23 % of the excess.

There is a further obstacle. The lumped circuit lets the substrate touch the film at its ends, but in reality it couples to every point of the film. A boundary-element calculation of a conducting sheet on the substrate shows what this changes. The main arc remains almost a semicircle, with height 0.498R instead of 0.5R. Its maximum is at 4.4 kHz instead of 4.6 kHz. The frequency grid has steps of 3.5 %, so the size of this small downward shift is only roughly determined. But a sheet with plain resistance R and no grain boundaries at all departs from the best single arc of diameter R by up to 0.3 % of R. That is some 85 times the strength of the hidden arc.

The conductance is affected more strongly. At ωθ = 1, the lumped circuit gives R Re Y = 1.90. The sheet gives 2.80 with grains and boundaries, and 1.74 with plain resistance, where the lumped value would be 1. The reason is that at high frequency the substrate field sets the voltage profile along the film and concentrates it near the electrodes. For a given total voltage, Joule heating in a uniform resistor is least when the current is uniform, so any concentration raises the apparent conductance. A rise of Re Y with frequency is thus not by itself evidence of grain boundaries. To extract them one must compare the data with a model of the sheet in the same geometry, with and without boundaries; subtracting a capacitor is not enough.

**How far the real arrangement moves the numbers**

The assumption broken most clearly by a real sample is the thick substrate. For a thickness of 0.5 mm, an estimate that lets no flux leave the back face reduces C_s to 0.64 of its value, and C_s/C_b to about 34. This estimate is somewhat low, since some flux does pass through the air beneath; allowing for it gives about 0.69 and 36. The arc stays hidden. A floating metal chuck beneath the substrate works the other way and adds roughly 0.4 pF to this reduced value. The strips are also only 5 mm long, and the field spreading past their ends raises the thick-substrate capacitance by roughly 15 %. An uncompensated fixture capacitance of 1 pF raises the thick-substrate ratio from 52 to 165, which by the quadratic law weakens the fast arc about tenfold.

Other corrections are smaller for these inputs. Direct conduction along one set of side boundaries is estimated at 0.4 % of the film's conductance. In cubic grains the side boundaries also narrow the grain section, and the net effect is a resistance roughly 5 % higher. A substrate conductivity of 10⁻¹² S/cm adds 0.004 % to the conductance. With a rough interface capacitance of 10 µF/cm² acting only over the film's edge section, electrode polarization would enter near 43 Hz, two decades below the arc. A drive of 0.1 V puts about 5×10⁻⁶ eV across each boundary, against a thermal energy of 0.049 eV, so the response is linear. Real boundaries also differ from one another in conductivity, which broadens their relaxation; that spread is not included here. The ratio of boundary to grain conductivity varies greatly with purity and doping, but the ceiling derived above covers any such ratio as long as the boundaries are alike and slower than the grains.

**What to do with a single arc**

First estimate C_s/C_b from the geometry. If it is well above one, the fitted capacitance agrees with the blank substrate, and contact resistance is negligible, take the arc's diameter as R_g + R_b and report the total conductivity L/(R w t). In the example this is 6.8×10⁻⁵ S/cm, against 2×10⁻⁴ S/cm in the grains. A circuit with two arcs may be fitted to such data, but the division between them then rests on a feature of relative size 10⁻⁵ to 10⁻⁴, below the error of the lumped circuit itself.

The activation energy needs the same care. If R_g and R_b vary as exp(E_g/k_BT) and exp(E_b/k_BT), differentiating the logarithm of their sum with respect to 1/(k_BT) gives

E_app = gE_g + bE_b.

The slope is a mean weighted by the resistance shares, which themselves change with temperature. It belongs to the grains only if g is close to one or the two energies agree.

To separate the contributions, use a quantity that does not depend on resolving the arcs. With boundary width δ and grain period d, f = δ/d, and the total resistivity is

R w t/L = 1/σ_g + (δ/d)(1/σ_b − 1/σ_g).

A series of films with different grain sizes then gives 1/σ_g as the intercept against 1/d, provided that δ and both conductivities stay the same throughout the series and side boundaries can be neglected. In real grains side boundaries bend the line slightly: for cubic grains of 20 to 80 nm with the present inputs, a straight-line fit puts the intercept about 8 % too low. Where the grains are not columnar, a through-film measurement is the other route, with its own demands on contacts and leads. The numerical output below lists the circuit elements and most of the corrections used here.

Computed results

```
temperature: 573 K
film thickness: 200 nm
grain period: 40 nm
boundary width: 2 nm
electrode gap: 0.5 mm
electrode strip width: 1 mm
film width: 5 mm
permittivity film, substrate: 25, 10
conductivity grain, boundary: 0.0002, 5e-06 S/cm
Rg, Rb, R: 23.75, 50.00, 73.75 Mohm
shares g, b: 0.3220, 0.6780
Cg, Cb, Cs: 0.4660, 8.854, 462.8 fF
Cs in atomic units: 7.86e+07 a.u.
K(k')/K(k): 1.901
Cs from boundary elements: 462.8 fF
Cs/Cb: 52.27
tau_g, tau_b, theta: 0.01107, 0.4427, 0.1501 us
bare film arcs: 359.5, 14380 kHz
tau1, tau2 with Cs: 34.436, 0.1489 us
R1, R2 with Cs: 73.747, 0.002552 Mohm
R2/R1 exact, large-Cs law: 3.460e-05, 3.492e-05
maxima without, with Cs: 2, 1
main arc frequency, lumped: 4.611 kHz
apparent capacitance: 466.9 fF
apparent film permittivity: 2.637e+04
Cs/Cb where second maximum vanishes: 0.0641
gap for Cs = Cb: 3.72 um
formal gap for second maximum: 0.17 um
peak excess loss, law: 3.951, 3.971 mrad
frequency 1/(2 pi theta): 1061 kHz
through-film pad area: 0.1 mm2
through-film R: 295 ohm
through-film Cb: 2214 pF
through-film stray/Cb (1 pF stray): 0.000452
through-film maxima: 2
distributed arc height/R: 0.4982
distributed arc frequency: 4.434 kHz
max change, grains+boundaries vs plain R: 0.00423 of R
plain sheet misfit to one arc: 0.00294 of R
R Re Y at 1/theta, lumped: 1.903
same, sheet full, plain: 2.797, 1.736
substrate thickness: 0.5 mm
finite/thick substrate Cs estimate: 0.641
floating metal chuck adds about: 443 fF
Cs/Cb with 1 pF fixture added: 165
substrate loss/film excess (tan 0.001): 0.23
substrate leakage/film (1e-12 S/cm): 3.5e-05
side-boundary conduction/film: 0.0037
electrode corner (10 uF/cm2, edge only): 43 Hz
boundary drive at 0.1 V, kT: 5.42e-06, 0.0494 eV
```
